Half-integer j in the icosahedral double group, up to 7/2

**Question**

I am working on an exercise about an atom at a site of icosahedral symmetry. It asks me to show that levels with j = 1/2, 3/2 and 5/2 stay unsplit, while j = 7/2 splits into levels of dimensions 2 and 6.

I know how to reduce integer l with the characters of the 60 rotations, but here I am stuck on two points. A rotation by 2π changes the sign of a half-integer state, so I do not know which character belongs to a given rotation. Also, the largest irreducible representation in my table for the 60 rotations has dimension 5. How can the six states of j = 5/2 stay together? I would also like to see the splitting in an actual field, with energies.

**Answer**

Both difficulties have the same origin: half-integer states do not represent the 60 rotations. They represent the 120 elements of SU(2) lying above them, the icosahedral double group. It has further irreducible representations, absent from your table, and one of them has dimension 6.

**The group and its angles**

Write a rotation acting on a level j as

D(ω,n) = exp(−iω n·J), 0 ≤ ω ≤ 2π,

with J in units of ħ. For spin 1/2 this is

u(ω,n) = cos(ω/2) − i sin(ω/2) n·σ.

Replacing (ω,n) by (2π−ω,−n) changes u into −u. These two elements describe the same rotation in space, and for half-integer j their matrices D differ by a sign.

An icosahedron has 12 vertex directions, 20 face directions and 30 edge directions, counting opposite directions separately. They supply these elements:

vertices: ω = 72°, 144°, 216°, 288°, 12 elements each
faces: ω = 120°, 240°, 20 elements each
edges: ω = 180°, 30 elements
also u = 1 and u = −1

The total is 48 + 40 + 30 + 2 = 120.

We shall need averages of products of two half-integer characters. Both characters change sign between u and −u, so the product does not, and one element of each pair suffices. This removes your sign ambiguity. Keeping ω ≤ 180°, we have 1 identity, 15 elements at 180° (the 30 form 15 pairs), 20 at 120°, 12 at 72° and 12 at 144°.

**The characters**

The trace of D does not depend on the axis, because n can be turned to z by a similarity transformation. Therefore

χ_j(ω) = Σ_m exp(−imω), m = −j, …, j.

Going from j to j+1 adds the two states m = ±(j+1):

χ_{j+1}(ω) = χ_j(ω) + 2cos[(j+1)ω].

Two cosines are needed. Let x = 2cos 36° and y = 2cos 72°. The double-angle formula gives y = x² − 2 and −x = 2cos 144° = y² − 2. Subtracting, x + y = x² − y², so x − y = 1. Then x − 1 = x² − 2, or x² = x + 1. Hence

2cos 36° = φ = (1+√5)/2, 2cos 72° = φ − 1 = 1/φ.

Now add the cosines for j = 1/2, 3/2, 5/2, 7/2 in turn:

180°: each added term is 0, so χ = 0, 0, 0, 0
120°: add 1, −2, 1, 1, so χ = 1, −1, 0, 1
72°: add φ, −1/φ, −2, −1/φ, so χ = φ, 1, −1, −φ
144°: add 1/φ, −φ, 2, −φ, so χ = 1/φ, −1, 1, −1/φ

At ω = 0 the characters are 2, 4, 6, 8.

**What the average counts**

For two representations a and b, consider the map

X → (1/120) Σ_g D_a(g) X D_b(g)†

on rectangular matrices X. It is a projector onto the matrices satisfying D_a(g)X = XD_b(g) for every g. Its trace, the average of χ_a χ_b*, is the number of independent matrices of this kind. By Schur's lemma, there is one for every pair of equivalent irreducible parts, one taken from a and one from b. If part r occurs n_r(a) times in a, then

⟨a,b⟩ = average of χ_a χ_b* = Σ_r n_r(a) n_r(b).

Our characters are real. With the sign pairs combined,

⟨a,b⟩ = [χ_aχ_b(0°) + 15χ_aχ_b(180°) + 20χ_aχ_b(120°) + 12χ_aχ_b(72°) + 12χ_aχ_b(144°)]/60.

Since φ − 1/φ = 1, squaring gives φ² + 1/φ² = 3. The norms are

⟨1/2,1/2⟩ = (4 + 0 + 20 + 12·3)/60 = 1
⟨3/2,3/2⟩ = (16 + 0 + 20 + 12 + 12)/60 = 1
⟨5/2,5/2⟩ = (36 + 0 + 0 + 12 + 12)/60 = 1
⟨7/2,7/2⟩ = (64 + 0 + 20 + 12·3)/60 = 2

A norm of 1 means one irreducible part, occurring once. The first three levels are therefore irreducible. A Hermitian operator commuting with the group has invariant eigenspaces, and an irreducible space contains no smaller invariant space. The operator must then be a constant on the whole level.

A norm of 2 means n₁² + n₂² + … = 2, so j = 7/2 has two inequivalent parts, each occurring once. To identify them, compute

⟨7/2,5/2⟩ = [48 + 12φ − 12/φ]/60 = (48 + 12)/60 = 1
⟨7/2,3/2⟩ = [32 − 20 − 12φ + 12/φ]/60 = 0
⟨7/2,1/2⟩ = [16 + 20 − 12(φ² + 1/φ²)]/60 = 0

One part is equivalent to the six-dimensional j = 5/2 representation. Subtracting its character leaves, at 0°, 180°, 120°, 72°, 144°,

χ_{7/2} − χ_{5/2} = (2, 0, 1, −1/φ, −φ).

This is an irreducible doublet, with norm (4 + 20 + 36)/60 = 1. It differs from j = 1/2: the values at 72° and 144° do not agree. Thus

j = 7/2 → 2 + 6.

Time reversal does not join the two levels again. It reverses J and also complex-conjugates i, so it commutes with exp(−iω n·J). It maps an invariant subspace to another of the same dimension. Here there is one invariant subspace of dimension 2 and one of dimension 6, so each is mapped to itself.

Inversion gives all states of a level of definite parity the same sign, adding a label but no splitting. The reduction also holds for a four-component Dirac orbital, whose upper and lower parts have different l but the same j.

**Why the first splitting appears at 7/2**

Operators within a level j are combinations of |jm⟩⟨jm′|. Coupling j with j gives tensor ranks k = 0, 1, …, 2j. The number of icosahedral invariants of rank k is the average of the integer character χ_k:

N_k = [2k+1 + 15(−1)^k + 20t_k + 12s_k]/60.

Here t_k = χ_k(120°), and s_k = χ_k(72°) + χ_k(144°). Adding cosines as before gives, for k = 0 to 7,

t = 1, 0, −1, 1, 0, −1, 1, 0
s = 2, 1, 0, −1, −2, 2, 1, 0
N = 1, 0, 0, 0, 0, 0, 1, 0

For example, 60N₄ = 9 + 15 + 0 − 24 = 0 and 60N₆ = 13 + 15 + 20 + 12 = 60. The first nonconstant invariant has rank 6. It cannot act within j = 5/2, where the highest rank is 5, but it can act within j = 7/2.

For j = 5/2 this protection needs the full symmetry. A tetrahedral distortion can split that level into dimensions 2 and 4, although it leaves j = 3/2 whole as long as time reversal holds. A distortion along one axis permits a rank-2 term such as J_z², which already splits j = 3/2 into m = ±1/2 and m = ±3/2.

**The states in the doublet**

Put z along a vertex. A 72° rotation distinguishes m only modulo 5. The sextet has the same rotation eigenvalues as j = 5/2, namely those of m = ±1/2, ±3/2, ±5/2. Removing them from j = 7/2 leaves the eigenvalues of ±7/2, which are also those of ∓3/2.

Thus m = ±1/2 and ±5/2 lie wholly in the sextet. One doublet state mixes 3/2 with −7/2; the other mixes −3/2 with 7/2.

**A field with energies**

Take a model f electron, not a particular material, in the field

V = B Σ_i P₆(n_i·r̂), B = 10 meV,

where i runs over the twelve vertices. Radial factors are absorbed in B and taken equal for f₅/₂ and f₇/₂. First treat f₇/₂ alone.

A state of definite m has a density independent of azimuth. Averaging V over azimuth with the addition theorem replaces it by A·B·P₆(cosθ), where A = Σ_i P₆(cosθ_i). Two vertices have cosθ_i = ±1, and ten have ±1/√5:

P₆(x) = (231x⁶ − 315x⁴ + 105x² − 5)/16
P₆(1/√5) = (1.848 − 12.6 + 21 − 5)/16 = 0.328
A = 2 + 10·0.328 = 5.28 = 132/25

Next we need ⟨P₆⟩ in the f orbitals. Their normalized densities in x = cosθ are polynomials of degree 6. P₆ is orthogonal to every lower power, so only the coefficient a of x⁶ matters. Since x⁶ = (16/231)P₆ + lower terms and ∫P₆²dx = 2/13,

⟨P₆⟩ = a·(16/231)(2/13) = 32a/3003.

The densities give

m_l = 0: (7/8)(5x³−3x)², a = 175/8, ⟨P₆⟩ = 100/429
m_l = ±1: (21/32)(1−x²)(5x²−1)², a = −525/32, ⟨P₆⟩ = −75/429
m_l = ±2: (105/16)(1−x²)²x², a = 105/16, ⟨P₆⟩ = 30/429
m_l = ±3: (35/32)(1−x²)³, a = −35/32, ⟨P₆⟩ = −5/429

The state f₇/₂, m has probability (7/2+m)/7 of m_l = m−1/2 with spin up, and (7/2−m)/7 of m_l = m+1/2 with spin down. Hence

|m| = 1/2: (4·100 − 3·75)/(7·429) = 25/429
|m| = 3/2: (−5·75 + 2·30)/(7·429) = −45/429
|m| = 5/2: (6·30 − 5)/(7·429) = 25/429
|m| = 7/2: −5/429

The equal values at 1/2 and 5/2 are required, since both states belong to the sextet. Its energy is

E₆ = (132/25)(25/429)B = 4B/13 = 3.08 meV.

The four values above sum to zero, so V has zero trace. From 2E₂ + 6E₆ = 0,

E₂ = −12B/13 = −9.23 meV, E₆ − E₂ = 16B/13 = 12.31 meV.

For positive B the doublet is lower; reversing B reverses the order.

The diagonal element at m = 3/2 also fixes the mixing. It equals −(9/5)(4B/13). If w is the doublet weight of this state, then

−9/5 = −3w + (1−w), so w = 7/10.

The remaining doublet weight, 3/10, belongs to m = −7/2. This has a magnetic consequence:

⟨J_z⟩ = 0.7·(3/2) − 0.3·(7/2) = 0.

The other partner also gives zero, and J_z cannot connect the two because they contain different m. The same holds along every vertex axis, and these axes span space. All components of J therefore vanish within the doublet. Within fixed j the magnetic moment is proportional to J, so this Kramers doublet has no first-order Zeeman splitting, unlike j = 1/2.

**When the two j levels mix**

V vanishes within f₅/₂, but it can couple that sextet to the equivalent sextet of f₇/₂. By Schur's lemma all six partner pairs have the same coupling magnitude c.

To find c, first omit spin. Modulo 5, m_l = 0, 1 and −1 each stand alone among the seven f orbitals, so these orbitals are eigenstates. Their energies are (132/25)(100/429)B = 16B/13 for m_l = 0, and −12B/13 for m_l = ±1.

The l = 3 characters at the same five angles are (7, −1, 1, −φ, 1/φ), with norm (49 + 15 + 20 + 36)/60 = 2. There are thus two irreducible parts, and these are their energies. If the upper has dimension d, zero trace requires 16d = 12(7−d), so d = 3. The lower has dimension 4.

Now compute Tr V² with spin, in units of B²/169. The orbital levels give 2(3·256 + 4·144) = 2688. The f₇/₂ block gives 2·144 + 6·16 = 384, and the f₅/₂ block gives 0. The two off-diagonal blocks supply the rest:

12c² = (2688 − 384)B²/169
c = 8√3 B/13 = 10.66 meV.

Let f₇/₂ lie Δ = 500 meV above f₅/₂ before V acts. Each sextet pair has diagonal energies 0 and U = Δ + 4B/13, giving

E = U/2 ± √(U²/4 + c²).

The sextets lie at −0.23 and 503.30 meV. The doublet has no equivalent partner in f₅/₂ and stays at Δ − 12B/13 = 490.77 meV. The upper sextet is raised by 0.23 meV, close to c²/U, and its distance from the doublet becomes 12.53 meV. The single-j value of 12.31 meV is about 2% below this. The f₅/₂ level has shifted without splitting.

In the opposite limit, Δ = 0, the sextet energies become (4 ± 28)B/26, or 16B/13 and −12B/13. The lower one meets the doublet, leaving levels of dimensions 6 and 8. These are the orbital triplet and quartet, each doubled by a spin that can now be rotated independently. The double-group labels remain valid, but this extra symmetry adds a degeneracy that they do not require.

The numerical output below also includes a separate check of the dimensions, using random Hermitian matrices averaged over all 120 group elements.

Numbers as computed

```
Double group order: 120
Elements by angle (degrees: count): {0: 1, 72: 12, 120: 20, 144: 12, 180: 30, 216: 12, 240: 20, 288: 12, 360: 1}
Golden ratio phi = 1.618034, 1/phi = 0.618034
Characters at angles (degrees) [0, 180, 120, 72, 144]
  j=1/2:  2.000000 -0.000000  1.000000  1.618034  0.618034
  j=3/2:  4.000000  0.000000 -1.000000  1.000000 -1.000000
  j=5/2:  6.000000 -0.000000  0.000000 -1.000000  1.000000
  j=7/2:  8.000000  0.000000  1.000000 -1.618034 -0.618034
  new doublet:  2.000000  0.000000  1.000000 -0.618034 -1.618034
Character overlaps, rows and columns j=1/2,3/2,5/2,7/2:
   1.000 0.000 0.000 0.000
   0.000 1.000 0.000 0.000
   0.000 0.000 1.000 1.000
   0.000 0.000 1.000 2.000
New doublet: norm 1.000, overlap with j=1/2 0.000
Level dimensions from random field, j=1/2: [2]
Level dimensions from random field, j=3/2: [4]
Level dimensions from random field, j=5/2: [6]
Level dimensions from random field, j=7/2: [2, 6]
Invariant operators for ranks 0..7: [1, 0, 0, 0, 0, 0, 1, 0]
Doublet total weight per state: |m|=3/2: 0.700, |m|=7/2: 0.300
Field strength B = 10.000 meV
Axial sum of P6 over vertices = 5.280000
<P6> in f7/2, |m|=1/2: 0.058275
<P6> in f7/2, |m|=3/2: -0.104895
<P6> in f7/2, |m|=5/2: 0.058275
<P6> in f7/2, |m|=7/2: -0.011655
f7/2 doublet energy, single-j = -9.2308 meV
f7/2 sextet energy, single-j = 3.0769 meV
Sextet minus doublet, single-j = 12.3077 meV
Largest element of V within f5/2 = 1.4e-13 meV
Spinless f orbital level: -9.2308 meV, dimension 4
Spinless f orbital level: 12.3077 meV, dimension 3
Sextet coupling f5/2 to f7/2 = 10.6588 meV
Chosen spin-orbit separation = 500.0 meV
Full f-shell level: -0.2257 meV, dimension 6
Full f-shell level: 490.7692 meV, dimension 2
Full f-shell level: 503.3027 meV, dimension 6
Upper sextet shift from j mixing = 0.2257 meV
Sextet minus doublet with j mixing = 12.5334 meV
```
